# Why iterated perturbation theory describes the half-filled Mott transition: a numerical check

```python
# RESULT UNDER TEST: at half filling Sigma(tau) = U^2 G0(tau)^3 is exact to
# order U^2 and for the isolated atom; in DMFT on the Bethe lattice it gives
# a metal, a Mott insulator and a region where both solutions exist.
# Symbols: D = 1 half-bandwidth (energy unit), t = D/2 hopping, T temperature,
# w = Matsubara frequencies, G(iw) = -i y(w), G0(iw) = -i/(w + t^2 y),
# Sigma(iw) = -i U^2 s(w), Uc1/Uc2 = ends of insulating/metallic solutions.
import numpy as np
from scipy import constants
from scipy.fft import dst
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

t = 0.5
t2 = t * t
pi = np.pi

# ---------- exact diagonalization: impurity plus two bath levels ----------
T_IMP, BATH = 0.2, 0.6
w_imp = (2 * np.arange(6) + 1) * pi * T_IMP


def annihilators(modes):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    ops = []
    for k in range(modes):
        op = np.eye(1)
        for j in range(modes):
            factor = parity if j < k else (lower if j == k else np.eye(2))
            op = np.kron(op, factor)
        ops.append(op)
    return ops


C = annihilators(6)  # modes 0-2: spin up (impurity, bath, bath); 3-5: down


def exact_impurity(U, V, shift=0.0):
    """Exact G(iw) and density per spin; shift = mu - U/2."""
    one = np.eye(64)
    nu, nd = C[0].T @ C[0], C[3].T @ C[3]
    H = U * (nu - one / 2) @ (nd - one / 2) - shift * (nu + nd)
    for d in (0, 3):
        for b, level in ((d + 1, BATH), (d + 2, -BATH)):
            H = H + level * C[b].T @ C[b]
            H = H + V * (C[d].T @ C[b] + C[b].T @ C[d])
    E, X = np.linalg.eigh(H)
    p = np.exp(-(E - E[0]) / T_IMP)
    p /= p.sum()
    weight = (X.T @ C[0] @ X) ** 2 * (p[:, None] + p[None, :])
    energy = E[None, :] - E[:, None]
    G = np.array([(weight / (1j * w - energy)).sum() for w in w_imp])
    return G, float(p @ np.diag(X.T @ nu @ X))


def sigma_exact(U, V):
    G, _ = exact_impurity(U, V)
    hyb = V**2 * (1 / (1j * w_imp - BATH) + 1 / (1j * w_imp + BATH))
    return 1j * w_imp - hyb - 1 / G


def sigma_second_order(U, V):
    """Second-order diagram by quadrature over imaginary time."""
    h = np.array([[0, V, V], [V, BATH, 0], [V, 0, -BATH]], float)
    e, X = np.linalg.eigh(h)
    wt = X[0] ** 2
    beta = 1 / T_IMP
    x, q = np.polynomial.legendre.leggauss(100)
    tau, q = beta / 2 * (x + 1), beta / 2 * q
    forward = -(np.exp(-np.outer(tau, e)) / (1 + np.exp(-beta * e))) @ wt
    backward = (np.exp(np.outer(tau, e)) / (1 + np.exp(beta * e))) @ wt
    diagram = -U**2 * forward**2 * backward
    assert np.allclose(diagram, U**2 * forward**3, atol=1e-12)
    return np.exp(1j * np.outer(w_imp, tau)) @ (q * diagram)


def ipt_error(U, V):
    return np.max(np.abs(sigma_exact(U, V) - sigma_second_order(U, V)))


weak_ratio = ipt_error(0.1, 0.4) / ipt_error(0.05, 0.4)
atom_ratio = ipt_error(2.0, 0.04) / ipt_error(2.0, 0.02)
assert weak_ratio > 15.0      # error of order U^4: halving U gives 16
assert atom_ratio > 3.7       # error vanishes at least as V^2
assert ipt_error(2.0, 0.0) < 1e-10
mid_exact = sigma_exact(2.0, 0.4)[0]
mid_ipt = sigma_second_order(2.0, 0.4)[0]

# Isolated atom away from half filling, expansion about the Hartree field
U_dop, shift = 2.0, 0.8
G_dop, n_dop = exact_impurity(U_dop, 0.0, shift)
field = shift + U_dop * (0.5 - n_dop)
n_ref = 1 / (1 + np.exp(-field / T_IMP))
dop_exact = 1j * w_imp[0] + field - 1 / G_dop[0]
dop_second = U_dop**2 * n_ref * (1 - n_ref) / (1j * w_imp[0] + field)
dop_error = abs(dop_second - dop_exact) / abs(dop_exact)
assert dop_error > 0.2


# ---------- full solution curve, including the unstable branch ----------
def solution_curve(T):
    """Spline U(z), z = ln[y0/(2-y0)], from Newton steps at fixed y0."""
    n = int(8 / (2 * pi * T)) + 8
    w = (2 * np.arange(n) + 1) * pi * T
    beta = 1 / T
    x, q = np.polynomial.legendre.leggauss(int(1.5 * n) + 50)
    tau, q = beta / 4 * (x + 1), beta / 4 * q
    sine = np.sin(np.outer(w, tau))
    g_ref = w / (w**2 + t2)   # two-pole function with the correct tail
    a_ref = np.cosh(t * (tau - beta / 2)) / (2 * np.cosh(beta * t / 2))

    def self_energy(y):
        g = 1 / (w + t2 * y)
        a = a_ref + 2 * T * ((g - g_ref) @ sine)
        return g, a, 2 * (sine @ (q * a**3))

    y = 2 * (np.sqrt(1 + w**2) - w)
    U2 = 1.5**2
    for _ in range(200):
        s = self_energy(y)[2]
        y = 0.5 * y + 0.5 / (w + t2 * y + U2 * s)
    z = np.log(y[0] / (2 - y[0]))
    zs, Us = [], []
    while U2 < 3.7**2:
        y[0] = 2 / (1 + np.exp(-z))
        converged = False
        for _ in range(25):
            g, a, s = self_energy(y)
            res = y * (w + t2 * y + U2 * s) - 1
            if np.max(np.abs(res)) < 1e-10:
                converged = True
                break
            J = 12 * T * ((sine * (q * a * a)) @ sine.T)
            J = U2 * y[:, None] * J * (-t2 * g * g)
            J[np.diag_indices(n)] += w + 2 * t2 * y + U2 * s
            J[:, 0] = y * s   # unknown number zero is U^2, not y0
            step = np.linalg.solve(J, -res)
            U2 += step[0]
            y[1:] += step[1:]
        assert converged, "Newton iteration did not converge"
        zs.append(z)
        Us.append(np.sqrt(U2))
        z -= 0.12
    return CubicSpline(zs[::-1], Us[::-1])


def folds(curve):
    roots = np.sort(curve.derivative().roots(extrapolate=False))
    assert len(roots) == 2
    return float(curve(roots[0])), float(curve(roots[1])), roots[0]


def smallest_slope(T):
    curve = solution_curve(T)
    z = np.linspace(curve.x[0], curve.x[-1], 4000)
    slope = -curve(z, 1)
    k = np.argmin(slope)
    return slope[k], float(curve(z[k]))


def y0_of(z):
    return 2 / (1 + np.exp(-z))


def im_sigma(y0, T):
    """-Im Sigma at the lowest Matsubara frequency, from Dyson's equation."""
    return 1 / y0 - pi * T - t2 * y0


T_end = brentq(lambda T: smallest_slope(T)[0], 0.03, 0.07, xtol=1e-5)
U_end = smallest_slope(T_end)[1]
temps = [T for T in (0.005, 0.01, 0.02, 0.03, 0.04) if T < T_end]
curves = {T: solution_curve(T) for T in temps}
edges = {T: folds(curves[T]) for T in temps}
widths = [edges[T][1] - edges[T][0] for T in temps]
assert all(a > b > 0 for a, b in zip(widths, widths[1:]))

# Zero-temperature pole law against the numerical insulating branch
Uc1_zero = 1.5 * np.sqrt(3)
T_low = temps[0]
assert abs(edges[T_low][0] - Uc1_zero) < 0.02   # small thermal correction
low = curves[T_low]
ins = low.x < edges[T_low][2]
x_num = pi * T_low * im_sigma(y0_of(low.x[ins]), T_low) / t2
U_law = 2 * t * np.sqrt((1 + x_num) ** 3 / x_num**2)
law_error = np.max(np.abs(U_law - low(low.x[ins])))
assert law_error < 0.02                         # finite lowest frequency
z3 = np.min(low.solve(3.0, extrapolate=False))
x3_num = pi * T_low * im_sigma(y0_of(z3), T_low) / t2
x3_law = np.max(np.roots([1, 3 - 9.0, 3, 1]).real)


# ---------- plain iteration on a different grid, three closures ----------
def iterate(U, T, seed, closure="ipt"):
    n = 2048
    w = (2 * np.arange(n) + 1) * pi * T
    dtau = 1 / (2 * n * T)
    if seed == "metal":
        y = 2 * (np.sqrt(1 + w**2) - w)
    else:
        y = w / (w**2 + U**2 / 4)
    for _ in range(4000):
        h = w + t2 * y
        if closure == "alloy":       # Sigma(iw) = U^2 G0(iw) / 4
            s = 1 / (4 * h)
        else:                        # "dressed" puts G in place of G0
            line = 1 / h if closure == "ipt" else y
            a = 0.5 + T * dst(line - 1 / w, type=4)
            s = 1 / (4 * w) + dtau * dst(a**3 - 0.125, type=4)
        change = 1 / (h + U * U * s) - y
        y = y + 0.3 * change
        if np.max(np.abs(change)) < 1e-10:
            return y[0]
    raise AssertionError("plain iteration did not converge")


T_ex = 0.02
lo, hi, _ = edges[T_ex]
U_ex = 0.5 * (lo + hi)
z_all = np.sort(curves[T_ex].solve(U_ex, extrapolate=False))
assert len(z_all) == 3
y_ins, y_uns, y_met = y0_of(z_all)
assert abs(iterate(U_ex, T_ex, "metal") - y_met) < 2e-3
assert abs(iterate(U_ex, T_ex, "insulator") - y_ins) < 2e-3
for U in (lo - 0.03, hi + 0.03):
    pair = [iterate(U, T_ex, s) for s in ("metal", "insulator")]
    assert abs(pair[0] - pair[1]) < 1e-5
Z_met = 1 / (1 + im_sigma(y_met, T_ex) / (pi * T_ex))

# Without the atomic limit: no insulator even at large U
for U in (3.0, 4.0):
    pair = [iterate(U, 0.02, s, "dressed") for s in ("metal", "insulator")]
    assert abs(pair[0] - pair[1]) < 1e-5
dressed = [iterate(4.0, T, "insulator", "dressed") for T in (0.02, 0.01)]
ipt_big = [iterate(4.0, T, "insulator") for T in (0.02, 0.01)]
assert dressed[1] > dressed[0]
assert abs(ipt_big[1] / ipt_big[0] - 0.5) < 0.03

# Without second order: finite scattering as T -> 0 and no coexistence
for U in (0.6, 1.5, 2.7, 3.0):
    pair = [iterate(U, 0.02, s, "alloy") for s in ("metal", "insulator")]
    assert abs(pair[0] - pair[1]) < 1e-6
alloy_zero = iterate(0.6, 1e-5, "metal", "alloy")
assert abs(alloy_zero - np.sqrt(t2 - 0.09) / t2) < 1e-3
assert iterate(1.5, 1e-5, "metal", "alloy") < 1e-3
scatter = {c: [im_sigma(iterate(0.6, T, "metal", c), T)
               for T in (0.01, 0.005)] for c in ("ipt", "alloy")}
assert scatter["ipt"][0] / scatter["ipt"][1] > 1.8
assert scatter["alloy"][0] / scatter["alloy"][1] < 1.1

# ---------- output ----------
print("Energies and temperatures in D; G in 1/D; t = %.2f D" % t)
print("IMPURITY TEST: T = %.2f, bath levels +-%.2f" % (T_IMP, BATH))
print("error ratio, U 0.10 -> 0.05 at V=0.4: %.3f" % weak_ratio)
print("error ratio, V 0.04 -> 0.02 at U=2: %.3f" % atom_ratio)
print("U=2, V=0.4: -Im Sigma(iw0) exact %.4f, IPT %.4f"
      % (-mid_exact.imag, -mid_ipt.imag))
print("relative IPT error there: %.1f percent"
      % (100 * abs(mid_ipt / mid_exact - 1)))
print("doped atom U=2, mu-U/2=0.8: density per spin %.4f" % n_dop)
print("relative second-order error at iw0: %.1f percent" % (100 * dop_error))
print("COEXISTENCE REGION")
for T in temps:
    print("T = %.3f: Uc1 = %.4f, Uc2 = %.4f, width = %.4f"
          % (T, edges[T][0], edges[T][1], edges[T][1] - edges[T][0]))
print("critical end point: T = %.4f, U = %.3f" % (T_end, U_end))
print("end-point temperature for D = 1 eV: %.0f K"
      % (T_end * constants.e / constants.k))
print("INSULATING POLE LAW")
print("Uc1 at T=0 from pole law: %.4f" % Uc1_zero)
print("x at U=3: law %.4f, numerical at T=%.3f %.4f" % (x3_law, T_low, x3_num))
print("largest U deviation from law on branch: %.5f" % law_error)
print("THREE SOLUTIONS at T = %.2f, U = %.4f" % (T_ex, U_ex))
for name, y in (("metal", y_met), ("unstable", y_uns), ("insulator", y_ins)):
    print("%s: |G(iw0)| = %.4f, -Im Sigma(iw0) = %.4f"
          % (name, y, im_sigma(y, T_ex)))
print("metal: Matsubara estimate of Z = %.4f" % Z_met)
print("ONE LIMIT REMOVED")
print("U=4, |G(iw0)| at T=0.02, 0.01: IPT %.4f, %.4f" % tuple(ipt_big))
print("same with dressed G: %.4f, %.4f" % tuple(dressed))
print("U=0.6, -Im Sigma(iw0) at T=0.01, 0.005: IPT %.5f, %.5f"
      % tuple(scatter["ipt"]))
print("same with U^2 G0(iw)/4: %.5f, %.5f" % tuple(scatter["alloy"]))
print("U^2 G0(iw)/4 at U=0.6, w->0: |G| = %.4f" % alloy_zero)
print("all assertions hold")
```

Printed output:

```
Energies and temperatures in D; G in 1/D; t = 0.50 D
IMPURITY TEST: T = 0.20, bath levels +-0.60
error ratio, U 0.10 -> 0.05 at V=0.4: 15.982
error ratio, V 0.04 -> 0.02 at U=2: 15.689
U=2, V=0.4: -Im Sigma(iw0) exact 0.5761, IPT 0.5662
relative IPT error there: 1.7 percent
doped atom U=2, mu-U/2=0.8: density per spin 0.5777
relative second-order error at iw0: 81.3 percent
COEXISTENCE REGION
T = 0.005: Uc1 = 2.5961, Uc2 = 3.3252, width = 0.7291
T = 0.010: Uc1 = 2.5915, Uc2 = 3.2321, width = 0.6406
T = 0.020: Uc1 = 2.5748, Uc2 = 2.9945, width = 0.4197
T = 0.030: Uc1 = 2.5475, Uc2 = 2.7533, width = 0.2058
T = 0.040: Uc1 = 2.5064, Uc2 = 2.5572, width = 0.0508
critical end point: T = 0.0469, U = 2.463
end-point temperature for D = 1 eV: 544 K
INSULATING POLE LAW
Uc1 at T=0 from pole law: 2.5981
x at U=3: law 5.4115, numerical at T=0.005 5.4126
largest U deviation from law on branch: 0.00158
THREE SOLUTIONS at T = 0.02, U = 2.7846
metal: |G(iw0)| = 1.1821, -Im Sigma(iw0) = 0.4876
unstable: |G(iw0)| = 0.3118, -Im Sigma(iw0) = 3.0661
insulator: |G(iw0)| = 0.0632, -Im Sigma(iw0) = 15.7489
metal: Matsubara estimate of Z = 0.1142
ONE LIMIT REMOVED
U=4, |G(iw0)| at T=0.02, 0.01: IPT 0.0197, 0.0098
same with dressed G: 1.6295, 1.7992
U=0.6, -Im Sigma(iw0) at T=0.01, 0.005: IPT 0.00379, 0.00190
same with U^2 G0(iw)/4: 0.21214, 0.21834
U^2 G0(iw)/4 at U=0.6, w->0: |G| = 1.6000
all assertions hold
```
